# Surface optical phonons of a polar half-space and a thin film

A charge carrier just outside the surface of a polar oxide exchanges energy with those lattice vibrations whose electric field reaches it. If the bulk longitudinal frequency is assigned to these vibrations, two things go wrong. The energy quantum is too large, and the mode it belongs to has, in the local continuum model used below, no electric field outside the oxide. The bulk transverse frequency fails in the opposite direction: it is too low, and its mode carries no macroscopic field even inside. The vibration that a carrier outside the surface feels has a frequency of its own,

\[
\omega_{SO}=\omega_{TO}\sqrt{\frac{\epsilon_0+1}{\epsilon_\infty+1}} .
\tag{1}
\]

Here \(\omega_{TO}\) is the transverse optical frequency, \(\epsilon_0\) the static dielectric constant including the lattice response, and \(\epsilon_\infty<\epsilon_0\) the dielectric constant of the electrons alone. Equation (1) holds for one undamped polar mode in an isotropic half-space without free carriers, with a local response and a sharp surface facing vacuum, at in-plane wavevectors \(q\) satisfying \(\omega/c\ll q\ll 1/a\), where \(a\) is the lattice spacing or, in a glass, the interatomic distance. An ultrathin oxide channel tests several of these conditions, so the cases of several modes, small \(q\) and finite thickness are also worked out. Equations are in Hartree atomic units with Gaussian factors of \(4\pi\); \(c\) is the speed of light.

## The lattice and its dielectric function

Let \(\mathbf w\) be the relative displacement of the positive and negative ions, multiplied by the square root of the reduced mass per unit volume. With \(\mathbf E\) the macroscopic electric field, take the stored energy density of the medium minus \(\mathbf E\cdot\mathbf P\), where \(\mathbf P\) is the polarization, as

\[
u=\tfrac12\dot{\mathbf w}^2+\tfrac12\omega_{TO}^2\mathbf w^2-\gamma\,\mathbf w\cdot\mathbf E-\tfrac12\chi_\infty\mathbf E^2 .
\tag{2}
\]

The constant \(\gamma\) measures how strongly the displacement couples to the field, and \(\chi_\infty\) is the electronic susceptibility. It is constant because electronic excitations are assumed to lie far above the lattice frequencies. The force on \(\mathbf w\) is minus the derivative of the potential part of \(u\) with respect to \(\mathbf w\), and the polarization is \(\mathbf P=-\partial u/\partial\mathbf E\). Hence

\[
\ddot{\mathbf w}=-\omega_{TO}^2\mathbf w+\gamma\mathbf E,\qquad
\mathbf P=\gamma\mathbf w+\chi_\infty\mathbf E .
\tag{3}
\]

The same \(\gamma\) appears in both equations because both follow from the one function \(u\).

For a time dependence \(e^{-i\omega t}\), the first equation gives \((\omega_{TO}^2-\omega^2)\mathbf w=\gamma\mathbf E\). With \(\epsilon_\infty=1+4\pi\chi_\infty\), the displacement field is

\[
\mathbf D=\mathbf E+4\pi\mathbf P=\epsilon_\infty\mathbf E+4\pi\gamma\mathbf w .
\tag{4}
\]

For \(\omega\neq\omega_{TO}\), eliminating \(\mathbf w\) gives \(\mathbf D=\epsilon(\omega)\mathbf E\) with

\[
\epsilon(\omega)=\epsilon_\infty+\frac{4\pi\gamma^2}{\omega_{TO}^2-\omega^2}.
\tag{5}
\]

At \(\omega=0\) this must equal \(\epsilon_0\), which fixes the coupling. Writing \(S=\epsilon_0-\epsilon_\infty\),

\[
4\pi\gamma^2=S\,\omega_{TO}^2,\qquad
\epsilon(\omega)=\epsilon_\infty+\frac{S\,\omega_{TO}^2}{\omega_{TO}^2-\omega^2}.
\tag{6}
\]

## Three kinds of mode

Let the oxide fill \(z<0\) and vacuum fill \(z>0\). For \(q\gg\omega/c\) the field is electrostatic at each instant, so \(\mathbf E=-\nabla\phi\). There is no free charge, so \(\nabla\cdot\mathbf D=0\). All fields vary as \(e^{iqx}\) with \(q>0\). In the vacuum, \(\nabla^2\phi=0\) and decay at large \(z\) require

\[
\phi=A\,e^{iqx-qz},\qquad z>0 .
\tag{7}
\]

Inside the oxide, \(\epsilon(\omega)\nabla^2\phi=0\) when \(\omega\neq\omega_{TO}\). This leaves three possibilities.

*Transverse modes.* At \(\omega=\omega_{TO}\), equation (3) demands \(\mathbf E=0\) inside. Then \(\phi=0\) at the surface, since a constant potential cannot vary as \(e^{iqx}\), and (7) gives \(A=0\). There is no field on either side.

*Longitudinal modes.* If \(\epsilon(\omega)=0\), the potential inside need not obey Laplace's equation. From (6), \(\epsilon_\infty(\omega_{TO}^2-\omega^2)+S\omega_{TO}^2=0\), so

\[
\omega_{LO}^2=\omega_{TO}^2\,\frac{\epsilon_0}{\epsilon_\infty}.
\tag{8}
\]

Now \(\mathbf D=0\) inside. The normal component \(D_z\) is continuous, so it also vanishes just outside, where (7) gives \(D_z=qA\,e^{iqx}\). Again \(A=0\): the longitudinal modes have a field inside but none in the vacuum.

*Surface modes.* If \(\epsilon\) is neither zero nor divergent, \(\nabla^2\phi=0\) inside. The solution that decays into the oxide and joins (7) continuously is \(\phi=A\,e^{iqx+qz}\). Continuity of \(\phi\) secures continuity of the tangential field. The normal displacement field is \(D_z=-\epsilon\,\partial_z\phi\), which at the surface equals \(+qA\,e^{iqx}\) on the vacuum side and \(-\epsilon qA\,e^{iqx}\) on the oxide side. For \(A\neq0\) the two agree if

\[
\epsilon(\omega)=-1 .
\tag{9}
\]

The wavevector has cancelled. Laplace's equation contains no length, so a half-space offers nothing with which \(q\) could be compared.

## Solving for the frequency

Other geometries lead to the condition \(\epsilon(\omega)=-T\) with a positive number \(T\), so it is useful to solve this once. Insert (6) and multiply by \(\omega_{TO}^2-\omega^2\):

\[
(\epsilon_\infty+T)(\omega_{TO}^2-\omega^2)+S\,\omega_{TO}^2=0 .
\]

Dividing by \(\epsilon_\infty+T\) and moving \(\omega^2\) to the other side gives

\[
\omega^2=\omega_{TO}^2\left[1+\frac{S}{\epsilon_\infty+T}\right]
=\omega_{TO}^2\,\frac{\epsilon_0+T}{\epsilon_\infty+T},
\tag{10}
\]

where the last form uses \(\epsilon_\infty+S=\epsilon_0\). Setting \(T=1\) yields (1).

The bracket in (10) falls steadily as \(T\) grows, from \(\epsilon_0/\epsilon_\infty\) at \(T=0\) to 1 as \(T\to\infty\). Therefore \(\omega_{TO}<\omega_{SO}<\omega_{LO}\). If the vacuum is replaced by a medium of constant permittivity \(\epsilon_a\), the outer value of \(D_z\) becomes \(\epsilon_a qA\,e^{iqx}\), so \(T=\epsilon_a\) and the frequency drops for \(\epsilon_a>1\). This replacement requires the permittivity of the second medium to be nearly constant around the interface frequency, so any polar modes of its own must lie far from it. The value to use for \(\epsilon_a\) is the one at that frequency, which need not be the static one.

The restoring force shows why the surface frequency lies between the other two. With \(\mathbf D=-T\mathbf E\), equation (4) becomes

\[
\mathbf E=-\frac{4\pi\gamma}{\epsilon_\infty+T}\,\mathbf w .
\tag{11}
\]

The field opposes the displacement and stiffens the vibration. Inserting (11) in (3) reproduces (10). In a longitudinal mode \(T=0\) and the opposing field is greatest. At a free surface the polarization charge sits on the surface and sends part of its field into the vacuum. The opposing field per unit displacement is then smaller by the factor \(\epsilon_\infty/(\epsilon_\infty+1)\).

## A numerical half-space

Take the round model parameters \(\epsilon_0=10\), \(\epsilon_\infty=4\) and \(\hbar\omega_{TO}=40\) meV, which stand for no particular material. Then

\[
\hbar\omega_{SO}=40\sqrt{\frac{11}{5}}\ \text{meV}=40\times1.4832\ \text{meV}=59.33\ \text{meV},
\]

or \(2.180\times10^{-3}\) hartree. The bulk longitudinal energy is \(40\sqrt{10/4}=63.25\) meV. Using it for the surface mode would overestimate the quantum by 3.9 meV, while the transverse energy would underestimate it by 19.3 meV.

These values can be checked without using \(\epsilon(\omega)\) or condition (9). Equation (4) and \(\nabla\cdot\mathbf D=0\) give

\[
\nabla\cdot(\epsilon_\infty\nabla\phi)=4\pi\gamma\,\nabla\cdot\mathbf w
\tag{12}
\]

in the oxide, with the matching conditions at its faces. Solving this on a mesh that covers a slab and the vacuum around it expresses \(\mathbf E\) through \(\mathbf w\). Equation (3) then becomes a matrix eigenvalue problem for \(\omega^2\). For a slab with \(qd=14\), where \(d\) is its thickness, the spectrum consists of a group at \(\omega_{TO}\), a group at \(\omega_{LO}\), and two modes between them, as many as there are faces. Both lie at 59.3296 meV, the value of (1) to the digits printed. The potential of the lower one falls to 0.3678 of its surface value at a distance \(1/q\) on either side, compared with \(e^{-1}=0.3679\). The numerical output lists these and the later comparisons.

## Finite thickness

Let the film occupy \(|z|<d/2\) with vacuum on both sides. Reflection symmetry allows the potential to be chosen even or odd in \(z\). Outside the upper face it is \(A\,e^{iqx-q(z-d/2)}\), so \(D_z=qA\,e^{iqx}\) there. Inside, the solutions of Laplace's equation that equal \(A\,e^{iqx}\) at \(z=d/2\) are

\[
\phi_{\text{even}}=A\,e^{iqx}\frac{\cosh qz}{\cosh(qd/2)},\qquad
\phi_{\text{odd}}=A\,e^{iqx}\frac{\sinh qz}{\sinh(qd/2)} .
\tag{13}
\]

Their values of \(D_z=-\epsilon\,\partial_z\phi\) at the face are \(-\epsilon qA\,e^{iqx}\tanh(qd/2)\) and \(-\epsilon qA\,e^{iqx}\coth(qd/2)\). Equating each to \(qA\,e^{iqx}\) gives \(\epsilon=-T\) with

\[
T_{\text{even}}=\coth\frac{qd}{2},\qquad T_{\text{odd}}=\tanh\frac{qd}{2}.
\tag{14}
\]

By symmetry the lower face adds no new condition. The two frequencies follow from (10). Since \(\coth(qd/2)>1>\tanh(qd/2)\), the even mode lies below \(\omega_{SO}\) and the odd mode above it.

**Thick film.** Let \(s=e^{-qd}\ll1\). Then \(\tanh(qd/2)=(1-s)/(1+s)\approx1-2s\) and \(\coth(qd/2)\approx1+2s\), so the two values of \(T\) differ by \(4s\). From (10), \(d(\omega^2)/dT=-S\omega_{TO}^2/(\epsilon_\infty+T)^2\). The difference of the squared frequencies is therefore \(4sS\omega_{TO}^2/(\epsilon_\infty+1)^2\). Dividing by the sum of the two frequencies, which is \(2\omega_{SO}\) to leading order, gives

\[
\omega_{\text{odd}}-\omega_{\text{even}}\approx
\frac{2S\,\omega_{TO}^2}{\omega_{SO}(\epsilon_\infty+1)^2}\,e^{-qd}.
\tag{15}
\]

The half-space result is thus approached exponentially in \(qd\). At \(qd=5\), equation (15) gives a splitting of 0.0872 meV, and the mesh calculation gives the same value to this accuracy.

**Thin film.** For \(qd\to0\), still with \(q\gg\omega/c\), \(T_{\text{even}}\to\infty\) and \(T_{\text{odd}}\to0\). The even mode tends to \(\omega_{TO}\) and the odd mode to \(\omega_{LO}\). Equation (11) gives the reason. In the even mode the displacement is nearly in the plane, and the opposing field per unit displacement vanishes. In the odd mode the displacement is nearly normal to the plane, and the opposite charges on the two faces produce the full longitudinal field, as in a capacitor. At \(qd=0.002\) the mesh calculation gives 40.12 and 63.24 meV, close to the bulk values of 40 and 63.25 meV.

**A 3 nm film.** At \(q=0.5\ \text{nm}^{-1}\), \(qd=1.5\), so \(T_{\text{even}}=1.5744\) and \(T_{\text{odd}}=0.6351\). Hence

\[
\hbar\omega_{\text{even}}=40\sqrt{\frac{11.5744}{5.5744}}\ \text{meV}=57.64\ \text{meV},\qquad
\hbar\omega_{\text{odd}}=40\sqrt{\frac{10.6351}{4.6351}}\ \text{meV}=60.59\ \text{meV}.
\]

Diagonalization on the mesh agrees to these digits and confirms the parities. The half-space value of 59.33 meV lies between the two but describes neither: it is 1.7 meV above the even mode and 1.3 meV below the odd one. In an ultrathin channel the surface frequencies therefore depend on \(q\), and (1) applies only where \(qd\gg1\) and \(q\ll1/a\) hold together, which narrows the usable range when \(d\) is a few nanometres. By (10) and (14), at \(qd=3\), or \(q=1\ \text{nm}^{-1}\) for this film, the two modes still lie 0.33 meV below and 0.31 meV above the half-space value. Carriers inside the channel also feel the longitudinal modes, whose field is confined to the film. These numbers belong to a free-standing film, without screening by free carriers. That screening is not small in a conducting oxide. Adding a local Drude term \(-4\pi n/(m^*\omega^2)\) to (6), for carrier density \(n\) and effective mass \(m^*=0.3\), raises the upper half-space root of (9) from 59.3 meV to 59.8 meV at \(n=10^{17}\ \text{cm}^{-3}\) and to 63.9 meV at \(n=10^{18}\ \text{cm}^{-3}\). This local estimate applies at small \(q\). A substrate or gate dielectric changes the matching at its face, and it removes the reflection symmetry unless the surroundings of the two faces are identical.

## Small wavevectors

When \(q\) approaches \(\omega/c\), the electrostatic approximation fails. Return to the half-space and take the magnetic field along \(y\), \(H_y=H\,e^{iqx-i\omega t}\) times \(e^{-\kappa_{\text{out}}z}\) outside and \(e^{\kappa_{\text{in}}z}\) inside. The wave equation requires

\[
\kappa_{\text{out}}^2=q^2-k^2,\qquad \kappa_{\text{in}}^2=q^2-\epsilon k^2,\qquad k=\omega/c .
\tag{16}
\]

The Maxwell equation \(\nabla\times\mathbf H=-ik\epsilon\mathbf E\) has the \(x\) component \(-\partial_zH_y=-ik\epsilon E_x\), so \(E_x=\partial_zH_y/(ik\epsilon)\). Continuity of \(H_y\) and \(E_x\) then gives \(-\kappa_{\text{out}}=\kappa_{\text{in}}/\epsilon\), or

\[
\kappa_{\text{in}}+\epsilon\,\kappa_{\text{out}}=0 .
\tag{17}
\]

Squaring gives \(q^2-\epsilon k^2=\epsilon^2(q^2-k^2)\), that is, \(q^2(1-\epsilon^2)=\epsilon k^2(1-\epsilon)\). Equation (17) needs a negative \(\epsilon\), so the factor \(1-\epsilon\) can be divided out:

\[
q^2=k^2\,\frac{\epsilon}{1+\epsilon}.
\tag{18}
\]

Put \(\epsilon=-1-\delta\). Then \(q^2/k^2=(1+\delta)/\delta=1+1/\delta\), so \(\delta=k^2/(q^2-k^2)\). For \(q\gg k\) this is \(\delta\approx\omega_{SO}^2/(c^2q^2)\), and (9) is recovered as \(\delta\to0\).

Since \(\epsilon=-T\) with \(T=1+\delta\), the slope \(d(\omega^2)/dT\) at \(T=1\) gives a change in \(\omega^2\) of \(-\delta S\omega_{TO}^2/(\epsilon_\infty+1)^2\). Dividing by \(2\omega_{SO}^2\) yields the relative frequency shift to leading order,

\[
\frac{\Delta\omega}{\omega_{SO}}\approx-\frac{S\,\omega_{TO}^2}{2(\epsilon_\infty+1)^2c^2q^2}.
\tag{19}
\]

In the model, \(\omega_{SO}/c=0.301\ \mu\text{m}^{-1}\). At \(q=3\ \mu\text{m}^{-1}\), about ten times larger, (19) gives \(-5.48\times10^{-4}\), while a numerical root of (17) gives \(-5.52\times10^{-4}\). At \(q=0.5\ \text{nm}^{-1}\) the half-space formula gives about \(-2\times10^{-8}\). Retardation can then be ignored beside the meV shifts caused by finite thickness.

## Several polar modes and damping

Many oxides have more than one polar vibration. For \(N\) undamped modes with distinct frequencies \(\omega_j\) and strengths \(S_j>0\),

\[
\epsilon(\omega)=\epsilon_\infty+\sum_{j=1}^{N}\frac{S_j\omega_j^2}{\omega_j^2-\omega^2},
\qquad \sum_jS_j=\epsilon_0-\epsilon_\infty .
\tag{20}
\]

The electrostatic matching is unchanged, so the half-space modes still satisfy \(\epsilon+1=0\). Each term of the sum increases with \(\omega\) between its poles. Below the lowest \(\omega_j\), \(\epsilon+1\) starts from \(\epsilon_0+1>0\) and has no zero. Between neighbouring \(\omega_j\) it rises from \(-\infty\) to \(+\infty\) and has one zero. Above the highest it rises from \(-\infty\) to \(\epsilon_\infty+1>0\) and has one more. There are \(N\) surface frequencies \(\omega_{SO,j}\) in all.

Over the common denominator \(\prod_j(\omega_j^2-\omega^2)\), the numerator of \(\epsilon+1\) is a polynomial of degree \(N\) in \(\omega^2\). Its leading term is \((\epsilon_\infty+1)(-\omega^2)^N\), and its zeros are the \(\omega_{SO,j}^2\). Therefore

\[
\frac{\epsilon(\omega)+1}{\epsilon_\infty+1}=\prod_{j=1}^{N}\frac{\omega_{SO,j}^2-\omega^2}{\omega_j^2-\omega^2},
\qquad
\prod_{j=1}^{N}\frac{\omega_{SO,j}^2}{\omega_j^2}=\frac{\epsilon_0+1}{\epsilon_\infty+1},
\tag{21}
\]

where the second relation is the first at \(\omega=0\). The two dielectric constants fix the product of the frequency ratios, and for \(N>1\) they do not fix each ratio separately.

As an example, keep \(\epsilon_0=10\) and \(\epsilon_\infty=4\), but divide the lattice strength equally between modes at 30 and 50 meV, so that \(S_1=S_2=3\). The roots of \(\epsilon+1=0\) lie at 33.99 and 65.46 meV. Their product ratio is \([(33.99\times65.46)/(30\times50)]^2=2.20\), as (21) requires. Applying (1) to each mode with the full \(\epsilon_0\) would give 44.50 and 74.16 meV, which are 31% and 13% above the respective roots. This use of (1) counts the whole lattice contribution to \(\epsilon_0\) once for each mode, and it leaves out the electric field through which the two modes act on each other. Correcting only the first fault, by using (10) with \(T=1\) and \(S=3\) for each mode, gives \(\sqrt{8/5}\) times the transverse energies, or 37.9 and 63.2 meV, which are still not the roots.

Damping matters in amorphous oxides, where vibrational bands are broad. For a single mode with a friction term \(-\Gamma\dot{\mathbf w}\) added to the right side of (3), \(\omega^2\) is replaced by \(\omega^2+i\Gamma\omega\) in (6). Condition (9) then gives \(\omega^2+i\Gamma\omega=\omega_{SO}^2\), with \(\omega_{SO}\) still defined by (1), and hence

\[
\omega=-\frac{i\Gamma}{2}\pm\sqrt{\omega_{SO}^2-\frac{\Gamma^2}{4}} .
\tag{22}
\]

For \(\Gamma\ll\omega_{SO}\) the frequency is lowered in second order in \(\Gamma/\omega_{SO}\), while the amplitude decays at the rate \(\Gamma/2\). A band whose shape is not that of one damped oscillator needs its full \(\epsilon(\omega)\) in the matching condition. Two dielectric constants and one transverse frequency are then not enough to determine the surface response.

## Computed results

```
static dielectric constant eps0 (no unit): 10.0
electronic dielectric constant epsinf (no unit): 4.0
bulk transverse energy: 40.000 meV
bulk transverse frequency: 1.469973e-03 hartree
lattice-field coupling gamma: 1.015734e-03 atomic units
ratio (eps0+1)/(epsinf+1) (no unit): 2.2000
ratio w_SO/w_TO (no unit): 1.48324
half-space surface energy, formula: 59.3296 meV
half-space surface frequency, formula: 2.180322e-03 hartree
bulk longitudinal energy, formula: 63.2456 meV
thick slab q*d=14, lower mode, mesh: 59.3296 meV
thick slab q*d=14, upper mode, mesh: 59.3296 meV
potential ratio at depth 1/q, mesh (no unit): 0.3678
potential ratio at height 1/q, mesh (no unit): 0.3678
exp(-1) (no unit): 0.3679
film thickness: 3.0 nm
film in-plane wavevector: 0.5 1/nm
film q*d (no unit): 1.50
film coth(q*d/2) (no unit): 1.5744
film tanh(q*d/2) (no unit): 0.6351
film even-potential mode, formula: 57.6381 meV
film even-potential mode, mesh: 57.6381 meV
film odd-potential mode, formula: 60.5899 meV
film odd-potential mode, mesh: 60.5898 meV
splitting at q*d=5, mesh: 0.08721 meV
splitting at q*d=5, leading formula: 0.08722 meV
thin film q*d=0.002, lower mode, mesh: 40.119 meV
thin film q*d=0.002, upper mode, mesh: 63.241 meV
retardation test wavevector: 3.0 1/um
w_SO/c: 0.3007 1/um
relative retardation shift, Maxwell root: -5.5186e-04
relative retardation shift, leading formula: -5.4788e-04
same formula at film wavevector: -1.97e-08
two-mode model, transverse: 30.0, 50.0 meV
two-mode strengths: 3.0, 3.0
two-mode surface roots: 33.989, 65.458 meV
two-mode product ratio (no unit): 2.2000
single-mode formula misused: 44.497, 74.162 meV
```
